# Dopant-Number Fluctuation in One Debye Sphere of a Nondegenerate Semiconductor

## Problem

An n-type semiconductor contains donors of mean density $n$ at random places. A nominally uniform crystal therefore has more donors in some regions than in others. Mobile electrons screen charge over the Debye length $\lambda$, so a natural region in which to count donors is a sphere of that radius.

1. Estimate the fractional root-mean-square fluctuation $\delta$ of the donor number in one Debye sphere, and find how it varies with doping when the electrons are nondegenerate.
2. Evaluate it for silicon with $10^{16}\ \mathrm{cm^{-3}}$ phosphorus donors at 300 K.
3. Find what $\delta$ implies for the electrostatic potential, and the range of doping in which the estimate can be used.

Take every donor to be singly ionized and immobile, with no acceptors present. The electron density then also averages $n$. The relative permittivity is $\varepsilon$ and the thermal energy is $kT$. The algebra is in atomic units, where the electron charge and mass, $\hbar$ and $4\pi\varepsilon_0$ equal one. Numbers are in nm, eV and $\mathrm{cm^{-3}}$.

## Solution

### Counting donors in a given volume

Divide a volume $V$ into $M$ small cells. Each cell holds one donor with probability $p=nV/M$ and is otherwise empty, independently of the others. Let $s_i$ be 1 or 0 accordingly. Since $s_i^2=s_i$, the variance of one cell is

$$\langle s_i^2\rangle-\langle s_i\rangle^2=p-p^2 .$$

Variances of independent quantities add. The total number has mean $N=Mp=nV$ and variance $Mp(1-p)=N(1-p)$. As the cells shrink, $p\to0$ and the variance becomes $N$. Hence

$$\delta=\frac{\sqrt N}{N}=\frac{1}{\sqrt N}. \tag{1}$$

The probability that all cells are empty is $(1-N/M)^M\to e^{-N}$. The centre of the volume is an arbitrary point. A sphere centred on a donor would contain that donor in addition to the average $N$ others.

### The screening length

Let $u$ be the electrostatic potential energy of a unit positive charge, divided by $kT$. An electron has the opposite energy, $-u\,kT$, so nondegenerate electrons have the Boltzmann density $n e^{u}$. Treat the donors for the moment as a smooth charge density $+n$. The net charge density is $n-ne^{u}$, and Poisson's equation for the potential $u\,kT$ reads

$$kT\,\nabla^2u=-\frac{4\pi}{\varepsilon}\,(n-ne^{u})
\quad\Rightarrow\quad
\nabla^2u=\frac{4\pi n}{\varepsilon kT}\,(e^{u}-1).$$

For $|u|\ll1$, $e^u-1\approx u$, and the equation becomes $\nabla^2u=u/\lambda^2$ with

$$\lambda^2=\frac{\varepsilon kT}{4\pi n}. \tag{2}$$

The donors cannot move and are taken to stay ionized, so they add nothing to the screening.

### The fluctuation in one Debye sphere

With $V=4\pi\lambda^3/3$,

$$N=\frac{4\pi n}{3}\,\frac{(\varepsilon kT)^{3/2}}{(4\pi n)^{3/2}}
=\frac{(\varepsilon kT)^{3/2}}{3\,(4\pi n)^{1/2}}, \tag{3}$$

and equation (1) gives

$$\boxed{\;\delta=\frac{\sqrt3\,(4\pi n)^{1/4}}{(\varepsilon kT)^{3/4}}\;\propto\; n^{1/4}\;} \tag{4}$$

at fixed temperature and permittivity. The fluctuation rises with doping because the sphere shrinks: its volume falls as $n^{-3/2}$, which outweighs the factor $n$ in $N=nV$. Tenfold doping multiplies $\delta$ by $10^{1/4}=1.78$.

The choice of region matters here. In a sphere of fixed size, $\delta=(nV)^{-1/2}$ falls with doping as $n^{-1/2}$. Counts of randomly placed donors in spheres of fixed radius 40 nm, at $10^{16}$ and $10^{17}\ \mathrm{cm^{-3}}$, gave a power of $-0.503$.

### Numbers for silicon

It helps to introduce the distance $b$ at which two unit charges in the crystal interact with energy $kT$. In atomic units $1/(\varepsilon b)=kT$, so $b=1/(\varepsilon kT)$. Equation (2) becomes $\lambda^2=1/(4\pi nb)$, and therefore

$$N=\frac{4\pi n}{3}\lambda^3=\frac{4\pi n\lambda^2}{3}\,\lambda=\frac{\lambda}{3b}. \tag{5}$$

For silicon take the rough value $\varepsilon=11.7$. At 300 K, $kT=0.02585$ eV. One atomic unit of energy times length is 1.440 eV nm, so

$$b=\frac{1.440\ \mathrm{eV\,nm}}{11.7\times0.02585\ \mathrm{eV}}=4.76\ \mathrm{nm}.$$

The doping is $10^{16}\ \mathrm{cm^{-3}}=10^{-5}\ \mathrm{nm^{-3}}$, which gives

$$\lambda=\left(4\pi\times10^{-5}\times4.76\right)^{-1/2}\ \mathrm{nm}=40.9\ \mathrm{nm}=409\ \text{angstrom},$$

$$N=\frac{40.9}{3\times4.76}=2.86,\qquad \delta=\frac{1}{\sqrt{2.86}}=0.59 .$$

A Debye sphere holds about three donors, give or take 1.7. The chance that it holds none is $e^{-2.86}=0.057$, and the random counts described next gave 0.0574, with a sampling error of about 0.0014.

### A few cases

The table compares equation (4) with a calculation that does not use it. The screening length was obtained by solving the nonlinear Poisson equation for a weak planar disturbance, with Fermi–Dirac electrons in place of Boltzmann ones. Donors were then placed at random and counted in 27,000 separate spheres of that radius. All rows are for silicon at 300 K.

| Doping ($\mathrm{cm^{-3}}$) | $\lambda$ (nm) | $N$ | $\delta$, eq. (4) | $\delta$, counted |
|---|---|---|---|---|
| $10^{14}$ | 409 | 28.6 | 0.187 | 0.187 |
| $10^{15}$ | 129 | 9.05 | 0.332 | 0.334 |
| $10^{16}$ | 40.9 | 2.86 | 0.591 | 0.592 |
| $10^{17}$ | 12.9 | 0.91 | 1.051 | 1.043 |

A straight-line fit of $\ln\delta$ (counted) against $\ln n$ has slope 0.249, against the predicted 0.25. The differences between the last two columns stay below one percent. That is the size expected from a finite sample: a standard deviation estimated from 27,000 nearly Gaussian counts has a relative error of about $1/\sqrt{2\times27000}=0.4\%$, and the skewed counts at small $N$ do somewhat worse.

The last row is a correct count of donors in a sphere of 12.9 nm. Whether that radius still describes the screening is a separate question, taken up below.

### What the fluctuation does to the potential

Now restore the individual donors at positions $\mathbf R_i$. The donor charge differs from its mean by $\sum_i\delta^3(\mathbf r-\mathbf R_i)-n$, where $\delta^3$ is the point-charge density. The linearized Poisson equation becomes

$$\nabla^2u-\frac{u}{\lambda^2}=-4\pi b\Big[\sum_i\delta^3(\mathbf r-\mathbf R_i)-n\Big].$$

Consider one donor at the origin. Away from it, a spherical solution obeys $(ru)''=ru/\lambda^2$, so the decaying solution is $ru=Ae^{-r/\lambda}$. Close to the donor the screening charge enclosed vanishes, and $u$ must approach the bare value $b/r$. This fixes $A=b$, and one donor contributes

$$v(r)=\frac{b}{r}\,e^{-r/\lambda}.$$

The uniform term $-n$ contributes a constant $u_0$ with $-u_0/\lambda^2=4\pi bn=1/\lambda^2$, so $u_0=-1$. Thus $u=\sum_i v(|\mathbf r-\mathbf R_i|)-1$.

The variance follows from the same cells as before. A cell of volume $dV$ at distance $r$ contributes $v$ with probability $n\,dV$, hence variance $v^2n\,dV$. Adding the cells,

$$\sigma^2=n\int v^2\,d^3r=4\pi nb^2\int_0^\infty e^{-2r/\lambda}\,dr
=4\pi nb^2\,\frac{\lambda}{2}=\frac{b}{2\lambda}, \tag{6}$$

where the last step uses $4\pi nb=1/\lambda^2$. Equation (5) gives $\delta^2=1/N=3b/\lambda$, so

$$\sigma=\frac{\delta}{\sqrt6}. \tag{7}$$

For the example, $\sigma=0.591/2.449=0.241$, which is a potential energy of 6.2 meV.

This result also shows how much the sharp edge of the sphere matters. Define the weight $w(r)=n\,v(r)=e^{-r/\lambda}/(4\pi\lambda^2r)$, whose integral over space is one. Then

$$u=\frac{1}{n}\sum_i w(|\mathbf r-\mathbf R_i|)-1 ,$$

which is the fractional excess of donors averaged with this smooth weight. In the linear model the potential in units of $kT$ is thus the local fractional doping excess, as the screening cloud weighs it. Its rms value is 0.24, against 0.59 for the sharp sphere. The prefactor in equation (4) depends on how the region is drawn, by a factor $\sqrt6$ between these two choices. Within the linear model the power $n^{1/4}$ is the same for both. It describes the real potential only while $b\ll\lambda$. The region $r<b$, where the linear equation fails, supplies the share $1-e^{-2b/\lambda}$ of $\sigma^2$, which grows from 2 percent at $10^{14}$ to about half at $10^{17}\ \mathrm{cm^{-3}}$.

Equation (6) was also tested by random sampling. The fourth power of $v$ is not integrable at $r=0$, which makes the variance of a finite sample converge poorly. Inside $r=b$ the contribution $v$ was therefore held at its value at $r=b$. The integral $n\int v^2d^3r$ then gives $\sigma=0.2229$, and 40,000 random arrangements gave 0.2225. The cap lowers $\sigma$ by about 8 percent, which is the effect of the steep rise of $v$ within a distance $b$ of a donor. In that region $v$ is near or above one, so the linear equation does not hold there, yet the region supplies about a fifth of $\sigma^2$ in equation (6). The value of $\sigma$ is therefore an estimate within the linear model.

### Upper limit of doping

The estimate pictures a smooth electron cloud that responds linearly to many donors. It needs $N$ well above one. Setting $N=1$ in equation (3) and squaring gives

$$n_1=\frac{(\varepsilon kT)^3}{36\pi}. \tag{8}$$

For silicon at 300 K, $n_1=8.2\times10^{16}\ \mathrm{cm^{-3}}$. There $\lambda=3b=14.3$ nm. Near and above $n_1$ a Debye sphere holds about one donor and one electron or fewer, and a smooth cloud is no longer a sound picture of its contents. The last row of the table lies in this range.

Degeneracy sets in much later. Its scale is the effective density of states of the conduction band, $N_c=2(m\,kT/2\pi)^{3/2}$, which is $2.8\times10^{19}\ \mathrm{cm^{-3}}$ for a rough density-of-states mass $m=1.08$. In this case nondegeneracy is therefore necessary but not sufficient. The ratio $n_1/N_c$ varies as $\varepsilon^3(kT/m)^{3/2}$, so the order of the two limits can be reversed in a material with a much lighter electron mass. In silicon that would take a temperature far above its melting point.

The example itself has $N=2.9$, which is not far above one. At $u=\sigma=0.241$ the Boltzmann response $e^u-1$ exceeds the linear one by 13 percent, and at $u=-\sigma$ it falls short by 11 percent. These are errors in the local response. They have opposite signs and largely cancel in an rms value, so they do not measure the error in $\sigma$ or $\delta$. The larger uncertainties are the choice of region and the treatment of the core $r<b$. The value $\delta=0.59$ is a count in a sharp sphere of radius $\lambda$, not a precise property of the real screening cloud.

### Lower limit of doping

At very low doping, thermally created holes also screen. Let the donor, electron and hole densities be $n_d$, $n_e$ and $n_h$. Holes follow $n_he^{-u}$, so the linear screening charge is $-(n_e+n_h)u$, and $n$ in equation (2) is replaced by $n_e+n_h$. Neutrality, $n_e-n_h=n_d$, and the equilibrium relation $n_en_h=n_i^2$, with $n_i$ the intrinsic density, give

$$n_e+n_h=\sqrt{n_d^2+4n_i^2},\qquad N\propto n_d\,(n_d^2+4n_i^2)^{-3/4}.$$

For $n_d\gg n_i$ this returns $N\propto n_d^{-1/2}$ and the $n^{1/4}$ law. For $n_d\ll n_i$ the sphere has a fixed size and $\delta\propto n_d^{-1/2}$. The smallest $\delta$ lies where the logarithmic derivative of $N$ vanishes:

$$\frac{1}{n_d}=\frac{3}{2}\,\frac{n_d}{n_d^2+4n_i^2}
\quad\Rightarrow\quad n_d=\sqrt8\,n_i .$$

In the example the ratio $n_h/n_e=n_i^2/n_e^2$ is $8\times10^{-13}$, so $n_i\approx9\times10^{9}\ \mathrm{cm^{-3}}$. The minimum is near $2.5\times10^{10}\ \mathrm{cm^{-3}}$, far below every row of the table.

### Smaller corrections in the example

**Degeneracy.** For general statistics $\lambda^2=\varepsilon/(4\pi\,\partial n/\partial\mu)$, with $\mu$ the Fermi level measured from the band edge. Let $z=e^{\mu/kT}$. For an electron of energy $x\,kT$, the Fermi function expands as $ze^{-x}-z^2e^{-2x}+\dots$. Weighting with the density of states, proportional to $\sqrt x$, gives $n=N_c(z-2^{-3/2}z^2)$. Then $kT\,\partial n/\partial\mu=N_c(z-2\cdot2^{-3/2}z^2)$, and $\lambda^2$ is multiplied by $1+2^{-3/2}n/N_c$ to first order. The change is $1.3\times10^{-4}$.

**Neutral donors.** The lowest donor level, at depth $E_d$, can hold an electron of either spin. Counting this level alone, equilibrium gives $n_e=n_d/[1+2(n_e/N_c)e^{E_d/kT}]$. With the rough value $E_d=0.045$ eV, 0.4 percent of the donors are neutral. Silicon has six equivalent conduction-band valleys, which give phosphorus further levels only about 12 meV higher. Counting these as well raises the neutral share to between 1 and 2 percent, and to about 13 percent at $10^{17}\ \mathrm{cm^{-3}}$, against 4 percent from the lowest level alone. The figures change by a factor of about two with how the shallower excited levels are counted, so only their order is reliable, and full ionization is only a rough assumption at $10^{17}\ \mathrm{cm^{-3}}$. The screening length is less affected, because the donor occupancy also responds to $u$. With neutral share $f$, the ionized density $n_d(1-f)$ falls by $n_d(1-f)f\,u$ and the electron density rises by $n_d(1-f)u$. The density in equation (2) therefore becomes $n_d(1-f)(1+f)=n_d(1-f^2)$.

**Wave nature of the electrons.** To first order in a potential of wavenumber $q$, the response is a sum over $k$ (the component along $q$) of $[f(k-q/2)-f(k+q/2)]/(kq/m)$, with $f\propto e^{-k^2/2mkT}$. Measure $k$ and $q$ in units of $\sqrt{mkT}$. The ratio to the classical response is then the thermal average of

$$e^{-q^2/8}\,\frac{2\sinh(kq/2)}{kq}\approx1-\frac{q^2}{8}+\frac{k^2q^2}{24}.$$

Since $\langle k^2\rangle=1$, the loss is $q^2/12$. At $q=1/\lambda$ in ordinary units this is $1/(12mkT\lambda^2)$, or $8\times10^{-4}$ for the lightest electron mass in silicon, roughly 0.19.

**Temperature.** At 400 K, with $\varepsilon$ and the doping held fixed, $\delta$ falls to $0.591\times(4/3)^{-3/4}=0.476$. Hotter electrons screen over a longer distance and so average over more donors.

### Acceptors and depleted regions

The estimate assumes that there are no acceptors. Suppose their density is a fraction $c$ of the donor density and both kinds are placed independently. The variance of the net charge in the sphere is the total number of dopants, while its mean is their difference. At fixed electron density, and hence fixed $\lambda$, the fractional fluctuation is multiplied by $\sqrt{(1+c)/(1-c)}$. For $c=0.1$ this is 1.11, an increase of 11 percent. The estimate also presumes that the electrons are present: inside the depletion region of a junction they are not, and $\lambda$ is not the screening length there.

The full set of values is in the numerical output below.

## Computed results

```
INPUTS (silicon, rough typical values)
donor density: 1.0e+16 cm^-3
temperature: 300 K; kT: 0.02585 eV
relative permittivity: 11.7
density-of-states masses: 1.08, 0.81 electron masses
lightest electron mass: 0.19 electron masses
gap: 1.12 eV; donor depth: 0.045 eV
EXAMPLE
distance b where pair energy is kT: 4.761 nm
Debye length: 40.88 nm = 408.8 angstrom
mean donors in Debye sphere N: 2.863
rms fluctuation of donor number: 1.692
fractional fluctuation delta: 0.591
chance of empty sphere, formula: 0.0571
chance of empty sphere, counted: 0.0574
potential fluctuation: 0.241 kT = 0.00624 eV
fraction with screened weight: 0.241
capped potential, integral: 0.2229 kT
capped potential, sampled: 0.2225 kT
doping with one donor per sphere: 8.19e+16 cm^-3
Debye length at that doping: 14.29 nm
SERIES: doping cm^-3, solved length nm, N, delta, counted delta
1e+14  408.78  28.612  0.187  0.187
1e+15  129.27  9.048  0.332  0.334
1e+16  40.88  2.862  0.591  0.592
1e+17  12.93  0.906  1.051  1.043
power of doping from counts: 0.2490
power in fixed 40 nm sphere: -0.5028
delta ratio for tenfold doping: 1.778
NEGLECTED EFFECTS
nonlinear electron response at rms potential: 0.131
band density of states N_c: 2.82e+19 cm^-3
degeneracy, relative change of length squared: 1.25e-04
neutral donor fraction: 4.02e-03
hole to electron ratio: 7.9e-13
wave nature, relative loss of response: 7.73e-04
delta at 400 K: 0.476
```
